# Singlet–Triplet Gaps of Group 14 Dihydrides and the Inert Pair

## Problem

The dihydrides CH₂, SiH₂, GeH₂, SnH₂ and PbH₂ have a closed-shell singlet state with a lone pair on the heavy atom X. In the competing triplet, one electron sits in the out-of-plane valence p orbital. Define

$$\Delta=E_T-E_S ,$$

so that $\Delta>0$ means a singlet ground state.

(a) Compute $\Delta$ with and without scalar relativity.

(b) Relate the trend to the s character of the lone pair.

Use the local spin-density approximation (LSDA), with a restricted singlet and an unrestricted triplet. The structures are rounded inputs, shared by both Hamiltonians. Bond lengths from C to Pb are 1.10, 1.50, 1.55, 1.75 and 1.80 Å. The singlet and triplet angles are 100° and 135° for CH₂, and 90° and 120° for the others. Since these are not optimised minima, $\Delta$ is a gap between stated structures. Spin-orbit coupling and zero-point energy are left out. The algebra is in atomic units.

## A tempting solution, which is wrong

The lone pair of PbH₂ is nearly a 6s pair: without relativity its s share is $w=0.925$. The triplet takes one electron out of this pair and puts it into 6p. Relativity widens the atomic 6p–6s separation from 5.859 to 8.520 eV, by 2.661 eV. The gap should therefore grow by

$$w\,\delta(\varepsilon_p-\varepsilon_s)=0.925\times2.661\ \text{eV}\approx2.5\ \text{eV}.$$

Added to the nonrelativistic gap of 1.011 eV, this gives about 3.5 eV.

The direct calculation gives a shift of 0.529 eV and a gap of 1.539 eV. The sign of the argument is right, but its size is too large by a factor of almost five.

## Where the argument fails

The fault is the identification of the orbital that loses an electron with the localised lone pair. A closed-shell determinant is unchanged when its doubly occupied orbitals are rotated among themselves, so the singlet may be described by a lone pair and two bonds. Once one electron is removed, the choice of orbital matters, and the energy decides it.

A three-orbital model shows the difference. Take orthonormal orbitals ns, np along the symmetry axis, and the symmetric hydrogen combination $h$, with energies $\varepsilon_s<\varepsilon_p$ and $\varepsilon_h$. Let $\beta_s,\beta_p\neq0$ couple $h$ to ns and np; ns and np are not coupled directly. An orbital with amplitudes $(c_s,c_p,c_h)$ and energy $E$ obeys

$$(\varepsilon_s-E)c_s+\beta_sc_h=0,\qquad(\varepsilon_p-E)c_p+\beta_pc_h=0,$$

and hence

$$c_s=\frac{\beta_sc_h}{E-\varepsilon_s},\qquad c_p=\frac{\beta_pc_h}{E-\varepsilon_p}. \tag{1}$$

Putting these into the third equation, $\beta_sc_s+\beta_pc_p+(\varepsilon_h-E)c_h=0$, gives

$$f(E)=E-\varepsilon_h-\frac{\beta_s^2}{E-\varepsilon_s}-\frac{\beta_p^2}{E-\varepsilon_p}=0 .$$

Away from the poles, $f'=1+\beta_s^2/(E-\varepsilon_s)^2+\beta_p^2/(E-\varepsilon_p)^2>0$. In each of the three intervals separated by the poles, $f$ rises from $-\infty$ to $+\infty$, so each holds one root:

$$E_b<\varepsilon_s<E_m<\varepsilon_p<E_a .$$

In the singlet, the orbitals $b$ and $m$ are doubly occupied and the antibonding orbital $a$ is empty.

**The lone pair.** The localised lone pair $n$ is the occupied combination with no hydrogen amplitude. It must be orthogonal to $a=(a_s,a_p,a_h)$, so $n\propto(a_p,-a_s,0)$. Its s share follows from equation (1):

$$w=\frac{a_p^2}{a_s^2+a_p^2}=\frac1{1+t^2},\qquad t=\frac{a_s}{a_p}=\frac{\beta_s(E_a-\varepsilon_p)}{\beta_p(E_a-\varepsilon_s)}. \tag{2}$$

To see the effect of a deeper s level, use $dE_a/d\varepsilon_s=a_s^2$, the expectation value of the derivative of the Hamiltonian. At fixed couplings,

$$\frac{d\ln|t|}{d\varepsilon_s}=\frac{a_s^2}{E_a-\varepsilon_p}+\frac{1-a_s^2}{E_a-\varepsilon_s}>0 .$$

Lowering $\varepsilon_s$ thus reduces $|t|$ and raises $w$. In a numerical instance of the model, lowering $\varepsilon_s$ from −9 to −12 eV raises $w$ from 0.894 to 0.947.

**The hole.** Since $n$ is a normalised combination of $b$ and $m$, its energy expectation value cannot exceed $E_m$. In this independent-electron model it therefore costs least to take the electron from $m$, provided that $m$ also lies above the antisymmetric X–H bonding orbital. The s-to-p ratio of the hole is

$$\frac{m_s}{m_p}=\frac{\beta_s(E_m-\varepsilon_p)}{\beta_p(E_m-\varepsilon_s)} . \tag{3}$$

At fixed couplings, the size of this ratio falls towards zero as $E_m$ rises from $\varepsilon_s$ to $\varepsilon_p$. The hole can therefore be poor in s even when the lone pair is rich in it.

The limit $\beta_s\to0$ makes the contrast sharp. The s orbital decouples, $a_s\to0$ and $w\to1$: the lone pair is a pure s pair. The other occupied orbital is the bonding combination of np and $h$. If $\varepsilon_s$ lies below the energy of that combination, the electron leaves the bond, and the s population lost is zero. If $\varepsilon_s$ lies above it, the electron leaves ns, and the loss is one. A value of $w$ near one therefore does not fix the s population given up by the triplet.

## What controls the shift

Let the total energy contain the ns and np levels through the terms $x_sn_s+x_pn_p$, where $n_s$ and $n_p$ are populations. The energy is stationary with respect to the orbitals, so their response does not contribute to its first derivative, and $\partial E/\partial x_s=n_s$, $\partial E/\partial x_p=n_p$. Subtracting the two states gives

$$d\Delta=(n_s^T-n_s^S)\,dx_s+(n_p^T-n_p^S)\,dx_p .$$

Define the s loss $L=n_s^S-n_s^T$. If the np population gains what ns loses, then

$$d\Delta=L\,(dx_p-dx_s). \tag{4}$$

The weight is the change in the **total** ns population after all orbitals have adjusted, not $w$. For a finite shift, $L$ must be averaged along the path. With the mean of its end values, and with atomic level changes in place of $dx_p-dx_s$, one obtains the estimate

$$\delta\Delta\approx\tfrac12(L_{\rm nr}+L_{\rm rel})\,\delta(\varepsilon_p-\varepsilon_s). \tag{5}$$

This leaves out changes in the couplings and in the electron repulsion, and any change in the total valence population of X.

## The scalar relativistic Hamiltonian

For a one-electron Dirac state with upper part $\psi$ and lower part $\chi$, with the rest energy subtracted,

$$V\psi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\psi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi+(V-2c^2)\chi=E\chi .$$

Write $\chi=(\boldsymbol\sigma\!\cdot\!\mathbf p/2c)\phi$ and multiply the second equation by $\boldsymbol\sigma\!\cdot\!\mathbf p/2c$. Expand $\psi$ and $\phi$ in the same basis, with coefficients $A$ and $B$. Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, the matrix equations are

$$VA+TB=SAE,\qquad TA+\left(\frac{W}{4c^2}-T\right)B=\frac{1}{2c^2}TBE .$$

Here $S$ is the overlap matrix and $T$ the kinetic energy matrix. The matrix $W$ represents

$$\boldsymbol\sigma\!\cdot\!\mathbf p\,V\boldsymbol\sigma\!\cdot\!\mathbf p=\mathbf p\!\cdot\!V\mathbf p+i\boldsymbol\sigma\!\cdot\!(\mathbf pV\times\mathbf p).$$

Scalar relativity keeps the first term on the right. For the electronic solutions put $B=XA$, and add $X^\dagger$ times the second matrix equation to the first:

$$\mathcal LA=\tilde SAE,\qquad \tilde S=S+\frac{X^\dagger TX}{2c^2},$$

$$\mathcal L=V+TX+X^\dagger T+X^\dagger\left(\frac{W}{4c^2}-T\right)X .$$

Finally set $A=RC$, with $R$ chosen so that $R^\dagger\tilde SR=S$. Then $h_{\rm rel}C=SCE$ with $h_{\rm rel}=R^\dagger\mathcal LR$. This is the spin-free exact two-component (X2C) Hamiltonian. It is used here with the bare nuclear potential, and the electron repulsion is left untransformed.

For a single nucleus the discarded term is proportional to $\boldsymbol\sigma\cdot\mathbf L$, with $\mathbf L$ the orbital angular momentum, and vanishes on s functions. The one-electron 1s level must then approach the Dirac value $c^2[\sqrt{1-Z^2/c^2}-1]$ as the basis is completed. For Pb the values are −101540.2 eV from X2C and −101581.3 eV from Dirac, a difference of 0.04% of the level energy.

## Results for part (a)

The heavy-atom basis contains the occupied orbitals of the spherical atom, computed separately for each Hamiltonian, and additional loose Gaussian functions. For SiH₂ without relativity, this basis with density fitting gives 0.810 eV; the uncontracted basis with unfitted integrals gives 0.809 eV. This tests the contraction and the fitting, not the completeness of the basis. With correlation-consistent triple-zeta bases the two GeH₂ gaps fall by 0.006 and 0.004 eV, and their difference changes by about 0.001 eV; a def2-TZVP pseudopotential calculation of PbH₂ gives 1.540 eV. The third decimal of the gaps below is therefore not converged.

Gaps in eV:

| | Nonrel. | Scalar rel. | Shift |
|---|---:|---:|---:|
| CH₂ | −0.621 | −0.618 | 0.003 |
| SiH₂ | 0.810 | 0.824 | 0.014 |
| GeH₂ | 1.047 | 1.128 | 0.081 |
| SnH₂ | 1.028 | 1.216 | 0.188 |
| PbH₂ | 1.011 | 1.539 | 0.529 |

There are two separate trends. The change from a triplet to a singlet ground state between CH₂ and SiH₂ is already present without relativity. From GeH₂ to PbH₂, the nonrelativistic gap is nearly flat, and the rise comes from the relativistic shift.

The small nonrelativistic decrease from Ge to Pb should not be given weight. In SiH₂, lengthening the bonds by 0.05 Å and changing the angles to 95° and 115° moves the gap from 0.810 to 0.857 eV, more than the whole decrease.

**Promotion and pairing.** A frozen-orbital energy balance shows which terms compete in the gap, though it does not settle why carbon differs from silicon. Let $m$ be the highest occupied Hartree–Fock orbital of the singlet and $p$ the empty out-of-plane orbital. Let $\tilde h$ contain the one-electron Hamiltonian and the field of the other, doubly occupied orbitals, whose own energy is $E_0$. With Coulomb integrals $J$ and exchange integrals $K$,

$$E_S=E_0+2\tilde h_m+J_{mm},\qquad E_T=E_0+\tilde h_m+\tilde h_p+J_{mp}-K_{mp}.$$

The exchange term appears because the two unpaired electrons have parallel spins. Subtraction gives

$$\Delta_{\rm frozen}=(\tilde h_p-\tilde h_m)-(J_{mm}-J_{mp}+K_{mp}).$$

The first bracket is the promotion energy and the second is the cost of pairing. Without relativity, with the smaller def2-SVP basis on X, at the singlet structures,

- CH₂: $4.306-4.168=0.138$ eV,
- SiH₂: $3.853-2.705=1.148$ eV.

It is tempting to read the cause of the trend from these numbers, but they cannot bear it. The orbital $p$ is empty in the singlet, so minimising the singlet energy does not shape it for an electron that would occupy it. The result depends on the diffuse functions in the basis. With aug-cc-pVDZ in place of def2-SVP on X, $p$ spreads out, the brackets grow by about 1 to 4 eV, and the order of the two frozen gaps reverses. A sound division would take $p$ from the triplet, where it is occupied. The frozen gap also omits the relaxation of the other triplet orbitals and the opening of the angle. The change of ground state between CH₂ and SiH₂ is therefore a computed result here, not one divided into causes.

## Results for part (b)

In the molecules, the lone pair is defined as the combination of the three highest occupied singlet orbitals with the largest projection on the atomic ns and np orbitals. Its s share $w$ is the squared ns projection divided by the sum of the squared ns and np projections. The loss $L$ is the change in the total ns projection from singlet to triplet. These orbitals overlap with those of hydrogen, so the populations are indicators, not a unique division of the electrons. The size of $L$ depends strongly on this choice. Mulliken, meta-Löwdin and natural-orbital s populations in triple-zeta bases give 0.26–0.31 without relativity and 0.24–0.29 with it for GeH₂, and 0.15–0.23 for relativistic PbH₂, two to three times the tabulated values. In each of these partitions $L$ remains far below $w$, and in GeH₂ it falls with relativity.

| | $w$ nonrel. | $w$ rel. | $L$ nonrel. | $L$ rel. |
|---|---:|---:|---:|---:|
| CH₂ | 0.832 | 0.833 | 0.121 | 0.121 |
| SiH₂ | 0.903 | 0.905 | 0.160 | 0.158 |
| GeH₂ | 0.930 | 0.936 | 0.125 | 0.115 |
| SnH₂ | 0.927 | 0.943 | 0.149 | 0.120 |
| PbH₂ | 0.925 | 0.967 | 0.153 | 0.071 |

The ten calculations, arranged by $w$, are also in order of increasing $\Delta$. The order among the nonrelativistic GeH₂, SnH₂ and PbH₂ entries carries no weight, since their gaps differ by less than the structural sensitivity found for SiH₂. Without relativity, both quantities level off below Ge; with relativity, both continue to rise. This is the sought relation, but it is a correlation within this set of structures. It does not make $w$ the sole cause of the gap, which also contains the promotion and pairing energies.

The column for $L$ exposes the fault in the tempting solution. By this projection, the triplet of PbH₂ loses 0.153 of an ns electron without relativity and 0.071 with it, far less than 0.925. Relativity makes the lone pair richer in s while the triplet gives up less s.

The three-orbital model allows this opposite movement. With frozen orbitals, the loss is $m_s^2=dE_m/d\varepsilon_s$. Second-order perturbation theory gives its derivative:

$$\frac{d(m_s^2)}{d\varepsilon_s}=2m_s^2\left[\frac{b_s^2}{E_m-E_b}-\frac{a_s^2}{E_a-E_m}\right].$$

If the first term in the bracket is the larger, a lower $\varepsilon_s$ reduces the s content of the hole. A large s amplitude in the deep orbital $b$ favours this but does not ensure it: when $\beta_p$ is much weaker than $\beta_s$, the second term can win. In the numerical instance above ($\varepsilon_p=-4$, $\varepsilon_h=-6$, $\beta_s=\beta_p=-3$ eV), $m_s^2$ falls from 0.334 to 0.161 as $\varepsilon_s$ goes from −9 to −12 eV. Equation (2) shows that it raises $w$ at the same time. The real triplet also changes its angle and relaxes its orbitals, so the model gives a mechanism, not the tabulated values.

For PbH₂, equation (5) gives

$$\frac{0.153+0.071}{2}\times2.661\ \text{eV}\approx0.30\ \text{eV}.$$

The computed shift is 0.53 eV. For GeH₂ and SnH₂ the estimates are 0.044 and 0.108 eV, against computed shifts of 0.081 and 0.188 eV. With the tabulated $L$, the estimate follows the growth down the group but recovers little more than half of each shift. That fraction belongs to the chosen projection: with Mulliken, meta-Löwdin or natural-orbital populations the GeH₂ estimate becomes 0.09–0.11 eV, somewhat above the computed shift. Equation (5) repairs the gross error of the first solution, but it fixes the shift only to within a factor of about two.

## Is it the s electrons?

The relativistic change can be examined without atomic levels. Let $h(\lambda)=h_{\rm nr}+\lambda\,\delta h$, with $\delta h=h_{\rm rel}-h_{\rm nr}$. For a density matrix $D$,

$$E(\lambda)=\min_D\{\mathrm{Tr}[D(h_{\rm nr}+\lambda\,\delta h)]+F[D]\},$$

where $F$ contains the electron repulsion and the exchange-correlation energy. At the minimum, allowed first-order changes of $D$ do not alter the energy. What remains is $dE/d\lambda=\mathrm{Tr}(D\,\delta h)$, and therefore

$$\left.\frac{d\Delta}{d\lambda}\right|_{0}=\mathrm{Tr}(D_T\,\delta h_T)-\mathrm{Tr}(D_S\,\delta h_S). \tag{6}$$

The labels on $\delta h$ are needed because the two states have different structures. For GeH₂ the trace gives 0.062 eV, and a finite difference of self-consistent energies gives 0.0620 eV.

The trace can be divided into the s and p blocks of the heavy atom. This division depends on the basis, and the s block includes the core. For PbH₂ the s block contributes +0.602 eV and the p block −0.377 eV; with the small remainder, the total is 0.215 eV. The s part favours the singlet, as the inert-pair picture requires. The p part opposes it, which an argument from s stabilisation alone would miss. The signs are the same in GeH₂ and SnH₂.

First order yields 0.062 of the full 0.081 eV in GeH₂, but 0.215 of 0.529 eV in PbH₂. For lead, the response of the orbitals to relativity is thus too large for a first-order treatment.

## Answer and its range

At this level, CH₂ is a triplet and the other four molecules are singlets, with or without scalar relativity. Relativity raises the gap by 0.08, 0.19 and 0.53 eV in GeH₂, SnH₂ and PbH₂. It also makes their lone pairs richer in s, but the shift may not be found by multiplying the lone-pair s share by the atomic level change. The total s population lost by the relaxed triplet is much smaller than that share.

The omitted spin-orbit coupling could alter the PbH₂ gap in particular, and a different functional or optimised structures could alter all five. None of these effects is determined here; the single displacement of SiH₂ only indicates how sensitive a gap is to the structure. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Structures: bond (angstrom), singlet, triplet angle (deg)
CH2: 1.10, 100, 135
SiH2: 1.50, 90, 120
GeH2: 1.55, 90, 120
SnH2: 1.75, 90, 120
PbH2: 1.80, 90, 120
Gap E(T)-E(S) (eV): nonrel, scalar rel, shift
CH2: -0.621, -0.618, 0.003
SiH2: 0.810, 0.824, 0.014
GeH2: 1.047, 1.128, 0.081
SnH2: 1.028, 1.216, 0.188
PbH2: 1.011, 1.539, 0.529
Atomic np-ns separation (eV): nonrel, scalar rel, change
C: 8.209, 8.223, 0.014
Si: 6.661, 6.714, 0.053
Ge: 7.525, 7.891, 0.365
Sn: 6.119, 6.924, 0.806
Pb: 5.859, 8.520, 2.661
Lone-pair s share w (no unit): nonrel, scalar rel
CH2: 0.832, 0.833
SiH2: 0.903, 0.905
GeH2: 0.930, 0.936
SnH2: 0.927, 0.943
PbH2: 0.925, 0.967
ns population loss S->T (electrons): nonrel, scalar rel
CH2: 0.121, 0.121
SiH2: 0.160, 0.158
GeH2: 0.125, 0.115
SnH2: 0.149, 0.120
PbH2: 0.153, 0.071
First-order gap shift (eV): total, s block, p block
CH2: 0.003, 0.006, -0.002
SiH2: 0.012, 0.019, -0.009
GeH2: 0.062, 0.124, -0.057
SnH2: 0.114, 0.250, -0.141
PbH2: 0.215, 0.602, -0.377
Estimate: mean ns loss times level change (eV)
CH2: 0.002
SiH2: 0.008
GeH2: 0.044
SnH2: 0.108
PbH2: 0.299
Frozen HF, singlet structure (eV): promotion, pairing, gap
CH2: 4.306, 4.168, 0.138
SiH2: 3.853, 2.705, 1.148
Model w at es=-9 and -12 eV (no unit): 0.894, 0.947
Pb one-electron 1s (eV): X2C -101540.2, Dirac -101581.3
GeH2 gap slope (eV): finite difference 0.0620
SiH2 nonrel gap, uncontracted and unfitted (eV): 0.809
SiH2 nonrel gap, bond +0.05 A, angles 95/115 (eV): 0.857
```
